# Electric quadrupole decay of the hydrogenic 3d level

**Question.** A one-electron atom has a fixed point nucleus of charge $Z$, with $Z\alpha\ll1$, where $\alpha$ is the fine-structure constant. Its bound states are nonrelativistic. Use Hartree atomic units, in which the speed of light is $1/\alpha$.

(a) Derive the one-photon electric quadrupole (E2) rate for a transition from a d state to an s state in terms of a Cartesian quadrupole tensor.

(b) Reduce it to a radial integral and show that all substates of the d level decay equally fast.

(c) Evaluate the rate for 3d → 1s, and for hydrogen in s$^{-1}$.

(d) Find how this rate scales with $Z$.

(e) Compare it with the electric dipole (E1) decay of 3d.

## Answer to (a)

**Golden rule.** The electron has charge $-1$, so in Gaussian-type atomic units its coupling to the transverse field is $\alpha\,\mathbf A\cdot\mathbf p$, plus a spin term treated below. In a box of volume $V$, emission of a photon with wavevector $\mathbf k=k\mathbf n$, $k=\alpha\omega$, and real polarization $\boldsymbol\epsilon\perp\mathbf n$ has the matrix element

$$\sqrt{\frac{2\pi}{V\omega}}\,M,\qquad M=\langle f|e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p|i\rangle .$$

The density of photon states per unit energy and solid angle is $V\alpha^3\omega^2/(2\pi)^3$. Multiplying by $2\pi$ and the squared matrix element gives

$$A=\frac{\alpha^3\omega}{2\pi}\int d\Omega\sum_{\boldsymbol\epsilon}|M|^2. \tag{1}$$

**Expansion.** The atom is much smaller than the wavelength, so $e^{-i\mathbf k\cdot\mathbf r}\approx1-ik\,\mathbf n\cdot\mathbf r$. The first term gives zero because s and d states are both even and $\mathbf p$ is odd. In the second, write

$$(\mathbf n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)=S+\tfrac12(\mathbf n\times\boldsymbol\epsilon)\cdot\mathbf L,$$

$$S=\tfrac12\left[(\mathbf n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)+(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf n\cdot\mathbf p)\right].$$

The $\mathbf L$ term vanishes, since $\mathbf L$ is Hermitian and annihilates the final s state. The spin term already carries one factor $k$ from the curl of $\mathbf A$; at this order it multiplies the overlap of the two orbitals, which is zero.

**From momentum to position.** The potential commutes with position, and $[p^2/2,\mathbf r]=-i\mathbf p$. Hence

$$[H,(\mathbf n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf r)]=-i\left[(\mathbf n\cdot\mathbf p)(\boldsymbol\epsilon\cdot\mathbf r)+(\mathbf n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)\right]=-2iS.$$

The last step reorders $\mathbf n\cdot\mathbf p$ and $\boldsymbol\epsilon\cdot\mathbf r$, which commute because $\mathbf n\cdot\boldsymbol\epsilon=0$. Thus $S=\frac i2[H,(\mathbf n\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf r)]$. With $E_f-E_i=-\omega$,

$$\langle f|S|i\rangle=-\frac{i\omega}{2}\,n_i\epsilon_jq_{ij},\qquad q_{ij}=\langle f|x_ix_j-\tfrac13\delta_{ij}r^2|i\rangle .$$

Repeated indices are summed. The trace could be subtracted because $n_i\epsilon_j\delta_{ij}=0$. Therefore $M=-ik\langle f|S|i\rangle=-\frac12k\omega\,n_i\epsilon_jq_{ij}$, and

$$|M|^2=\tfrac14\alpha^2\omega^4|n_i\epsilon_jq_{ij}|^2 .$$

**Directions and polarizations.** The polarization sum is $\sum_{\boldsymbol\epsilon}\epsilon_j\epsilon_l=\delta_{jl}-n_jn_l$. Rotational symmetry fixes the form of the integrals

$$\int n_in_k\,d\Omega=\frac{4\pi}{3}\delta_{ik},\quad \int n_in_jn_kn_l\,d\Omega=\frac{4\pi}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Their prefactors follow by setting two indices equal and summing: the first must give $4\pi$, and the second must reduce to the first. Since $q$ is symmetric and traceless,

$$\int d\Omega\sum_{\boldsymbol\epsilon}|n_i\epsilon_jq_{ij}|^2=\left(\frac{4\pi}{3}-\frac{8\pi}{15}\right)\sum_{ij}|q_{ij}|^2=\frac{4\pi}{5}\sum_{ij}|q_{ij}|^2 .$$

Equation (1) then gives

$$A_{E2}=\frac{\alpha^3\omega}{2\pi}\,\frac{\alpha^2\omega^4}{4}\,\frac{4\pi}{5}\sum_{ij}|q_{ij}|^2=\frac{\alpha^5\omega^5}{10}\sum_{ij}|q_{ij}|^2. \tag{2}$$

## Answer to (b)

Let $\hat x_i=x_i/r$. Any normalized d state can be written as

$$\psi_i=R_i(r)\,N\,t_{ab}\hat x_a\hat x_b,\qquad \sum_{ab}|t_{ab}|^2=1,$$

with $t$ symmetric and traceless. The four-component integral gives $N^2(8\pi/15)=1$, so $N^2=15/(8\pi)$. The final state is $R_f/\sqrt{4\pi}$. Define $R_2=\int_0^\infty R_fR_i\,r^4dr$, where $r^2$ comes from the operator and $r^2$ from the volume element. Then

$$q_{ij}=\frac{R_2N}{\sqrt{4\pi}}\,\frac{8\pi}{15}\,t_{ij},\qquad \sum_{ij}|q_{ij}|^2=R_2^2\,\frac{15}{8\pi}\,\frac1{4\pi}\,\frac{64\pi^2}{225}=\frac{2}{15}R_2^2 .$$

The tensor $t$, which distinguishes the substates, has dropped out. All of them have the rate

$$A_{E2}=\frac{\alpha^5\omega^5R_2^2}{75}. \tag{3}$$

## Answer to (c)

The radial functions are

$$R_{10}=2Z^{3/2}e^{-Zr},\qquad R_{32}=\frac{4Z^{7/2}}{81\sqrt{30}}\,r^2e^{-Zr/3}.$$

Using $\int_0^\infty r^6e^{-br}dr=720/b^7$ with $b=4Z/3$,

$$R_2=\frac{8Z^5}{81\sqrt{30}}\,720\left(\frac{3}{4Z}\right)^7=\frac{1215}{128\sqrt{30}\,Z^2},\qquad R_2^2=\frac{98415}{32768\,Z^4}.$$

The frequency is $\omega=\frac{Z^2}{2}(1-\frac19)=\frac{4Z^2}{9}$, so $\omega^5=1024Z^{10}/59049$. Since $98415/59049=5/3$ and $1024/32768=1/32$, equation (3) becomes

$$A_{E2}(3d\to1s)=\frac{\alpha^5Z^6}{75}\cdot\frac{1}{32}\cdot\frac53=\frac{\alpha^5Z^6}{1440}.$$

For $Z=1$ this is $1.4370\times10^{-14}$ a.u. Division by the atomic unit of time, $2.41888\times10^{-17}$ s, gives

$$A_{E2}(3d\to1s)=594\ \mathrm{s^{-1}}.$$

The numerical check also integrates equation (1) without expanding the exponential. At $Z=1$ the result is lower by a fraction $3.55\times10^{-5}$ of the E2 rate. This measures retardation alone; relativistic changes of the orbitals and operators, also of relative order $(Z\alpha)^2$, are not included. Nuclear motion matters more. Let $\eta\approx1/1836$ be the electron-to-proton mass ratio. To first order in $\eta$, the reduced mass multiplies $\omega^5R_2^2$ by $1-\eta$, and measuring the quadrupole moment from the centre of mass multiplies $q_{ij}$ by $1-2\eta$. The hydrogen rate therefore falls by about $5\eta=0.27\%$, to 592 s$^{-1}$, so the third digit of 594 belongs to the fixed-nucleus model.

## Answer to (d)

Hydrogenic lengths scale as $1/Z$ and energies as $Z^2$. The factor $\omega^5$ contributes $Z^{10}$ and the squared quadrupole moment contributes $Z^{-4}$, so the rate scales as $Z^6$. Going from $Z=1$ to $Z=2$ multiplies it by 64, to $3.80\times10^4$ s$^{-1}$. The law fails when $Z\alpha$ is no longer small, and it assumes a single electron.

## Answer to (e)

**Dipole rate.** Parity forbids E1 decay to 1s and 2s, leaving 2p as the only lower level available. States with $n=3$ are degenerate with 3d in this model, so decay to them has zero frequency and zero rate.

The leading amplitude is now $M=\langle f|\boldsymbol\epsilon\cdot\mathbf p|i\rangle$. From $\mathbf p=i[H,\mathbf r]$, it equals $-i\omega\,\boldsymbol\epsilon\cdot\mathbf d$ with $\mathbf d=\langle f|\mathbf r|i\rangle$. The angular integral is $(4\pi-\frac{4\pi}{3})|\mathbf d|^2=\frac{8\pi}{3}|\mathbf d|^2$, so

$$A_{E1}=\frac{\alpha^3\omega}{2\pi}\,\omega^2\,\frac{8\pi}{3}\sum_f|\mathbf d|^2=\frac43\alpha^3\omega^3\sum_f|\mathbf d|^2 .$$

The three 2p states are $R_{21}\sqrt{3/4\pi}\,\hat x_a$. With $R_1=\int_0^\infty R_{21}R_{32}\,r^3dr$, the component $d_i$ for final state $a$ is $R_1\sqrt{3/4\pi}\,N(8\pi/15)\,t_{ia}$. Summing over $i$ and $a$ gives three times the factor found in (b), namely $\sum_f|\mathbf d|^2=\frac25R_1^2$. Hence $A_{E1}=\frac{8}{15}\alpha^3\omega^3R_1^2$.

With $R_{21}=Z^{5/2}re^{-Zr/2}/(2\sqrt6)$,

$$R_1=\frac{2Z^6}{81\sqrt{180}}\,720\left(\frac{6}{5Z}\right)^7=\frac{4.7480}{Z},\qquad \omega=\frac{Z^2}{2}\left(\frac14-\frac19\right)=\frac{5Z^2}{72}.$$

The E1 rate scales as $Z^6Z^{-2}=Z^4$. For hydrogen,

$$A_{E1}=\frac{8}{15}\alpha^3(0.069444)^3(22.543)=1.5647\times10^{-9}\ \text{a.u.}=6.47\times10^7\ \mathrm{s^{-1}},$$

which corresponds to a dipole lifetime of 15.5 ns.

**Ratio.** Separating the angular, frequency and radial factors at $Z=1$,

$$\frac{A_{E2}(1s)}{A_{E1}(2p)}=\alpha^2(0.02500)(51.78)(0.13323)=0.1725\,\alpha^2=9.18\times10^{-6}.$$

For general $Z$ it is $0.1725(Z\alpha)^2$. In hydrogen there is one direct E2 decay to 1s for about $1.09\times10^5$ dipole decays to 2p. The suppression would be stronger without the large frequency of the 1s transition: it is 6.4 times that of the 2p transition, and the E2 rate contains its fifth power.

**The other E2 decay.** Equation (3) also applies to 3d → 2s. With

$$R_{20}=\frac{Z^{3/2}}{\sqrt2}\left(1-\frac{Zr}{2}\right)e^{-Zr/2},$$

the radial integral at $Z=1$ is

$$R_2=\frac{4}{81\sqrt{60}}\,720\left(\frac65\right)^7\left(1-\frac72\cdot\frac65\right)=-52.63 .$$

The fixed-nucleus rate is 51.0 s$^{-1}$, or 0.086 of that to 1s; the same $5\eta$ nuclear-motion correction as in (c) lowers it to 50.9 s$^{-1}$ in hydrogen and leaves the ratio unchanged. Although $R_2^2$ is about 920 times larger, $\omega^5$ is smaller by a factor $6.4^5\approx1.07\times10^4$.

All these rates are for one-photon emission; two-photon decay is a separate process.

## Table of computed values

```
fine-structure constant alpha = 0.007297353
atomic unit of time = 2.4188843e-17 s
Hydrogen, Z = 1, fixed nucleus
omega 3d->1s = 0.444444 hartree
omega 3d->2p and 3d->2s = 0.069444 hartree
photon wavenumber k 3d->1s = 3.243268e-03 1/bohr
R2 3d->1s = 1.733028 bohr^2
R2^2 3d->1s = 3.003387 bohr^4
R2 3d->2s = -52.63208 bohr^2
R1 3d->2p = 4.747992 bohr
R1^2 3d->2p = 22.54342 bohr^2
sum |q_ij|^2 3d->1s = 0.400452 bohr^4
angular factor, quadrature = 2.51327412
angular factor, 4 pi/5 = 2.51327412
A(3d->1s)/alpha^5 = Z**6/1440 a.u.
A(3d->2s)/alpha^5 = 131072*Z**6/2197265625 a.u.
A(3d->2p)/alpha^3 = 196608*Z**4/48828125 a.u.
A_E2 3d->1s = 1.437024e-14 a.u.
A_E2 3d->1s = 594.09 1/s
unexpanded rate 3d->1s = 594.06 1/s
A_E2 3d->2s = 51.032 1/s
A_E2(2s)/A_E2(1s) = 0.08590
A_E1 3d->2p = 1.564686e-09 a.u.
A_E1 3d->2p = 6.46863e+07 1/s
dipole lifetime of 3d = 15.459 ns
ratio A_E2(1s)/A_E1(2p) = 9.1841e-06
inverse ratio = 1.0888e+05
ratio/(Z alpha)^2 = 0.172467
ratio factor, angular = 0.025000
ratio factor, frequency = 51.7815 hartree^2
ratio factor, radial = 0.133227 bohr^2
ratio factor, alpha^2 = 5.325135e-05
relative retardation shift, Z=1: -3.5500e-05
relative retardation shift, Z=4: -5.6783e-04
relative retardation shift, Z=8: -2.2690e-03
Z=1: A_E2(1s) = 5.94086e+02 1/s, A_E1(2p) = 6.46863e+07 1/s
Z=2: A_E2(1s) = 3.80215e+04 1/s, A_E1(2p) = 1.03498e+09 1/s
Z=4: A_E2(1s) = 2.43337e+06 1/s, A_E1(2p) = 1.65597e+10 1/s
Z=1: A_E2(1s) from grid = 5.94083e+02 1/s
Z=2: A_E2(1s) from grid = 3.80209e+04 1/s
Z=4: A_E2(1s) from grid = 2.43323e+06 1/s
Z exponent from grid, E2 3d->1s = 6.0000
Z exponent from grid, E1 3d->2p = 4.0000
```
